# Electron-phonon relaxation with comoving and static disorder: a numerical check

```python
"""Electron-phonon relaxation in a disordered free-electron metal.

Result under test (hbar = k_B = electron mass = 1), for T*l/u << 1:
  scatterers all moving with the lattice (k = 1):
    rate = pi^2 pF^2 vF l T^4/(120 rho) * (4/(3 uL^5) + 2/uT^5)
  a fraction 1-k of the scattering rate due to static scatterers:
    rate = (1-k) pF^2 vF T^2/(12 rho l) * (1/uL^3 + 2k/uT^3)
The rate is the decay rate of a small deviation of the occupation at the
Fermi level: scattering out of the state plus scattering into it.
pF, vF: Fermi momentum and velocity; l: mean free path; rho: mass density;
uL, uT: longitudinal and transverse sound speeds; T: temperature.
Phonon energy damping = (n vF/(rho l)) * friction factor(x = q l, k).
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import zeta

HARTREE_K = const.physical_constants["hartree-kelvin relationship"][0]
AU_TIME = const.physical_constants["atomic unit of time"][0]
LIGHT = 1 / const.fine_structure


def longitudinal_factor(x, k):
    x = np.asarray(x, float)
    safe = np.maximum(x, 0.03)
    at = np.arctan(safe)
    full = safe**2 * at / (3 * (safe - at)) - 1
    series = 4 * x**2 / 15 - 12 * x**4 / 175
    return (1 - k) + np.where(x < 0.03, series, full)


def transverse_deficit(x):
    """1 - g(x), g being the transverse response function."""
    x = np.asarray(x, float)
    safe = np.maximum(x, 0.03)
    g = 1.5 * ((1 + safe**2) * np.arctan(safe) - safe) / safe**3
    return np.where(x < 0.03, x**2 / 5 - 3 * x**4 / 35, 1 - g)


def transverse_factor(x, k):
    return k * ((1 - k) + k * transverse_deficit(x))


# ---- Test: kinetic equation on an angular grid, work and collision heat ----
mu, weight = np.polynomial.legendre.leggauss(160)
weight = weight / 2                       # angular average


def kinetic_longitudinal(x, k, speed_ratio=1e-5):
    """Unknowns: distribution psi(mu) and screened force, in units of pF*w."""
    size = len(mu)
    system = np.zeros((size + 1, size + 1), complex)
    system[:size, :size] = np.diag(1 - 1j * x * speed_ratio + 1j * x * mu)
    system[:size, :size] -= weight[None, :]
    system[:size, size] = -mu
    system[size, :size] = 3 * weight * mu  # electron current = ion current
    solution = np.linalg.solve(system, np.append(k * mu, 1.0))
    psi, force = solution[:size], solution[size]
    work = force.real + k * (1 - 3 * np.sum(weight * mu * psi).real)
    aniso = psi - np.sum(weight * psi)
    heat = 3 * np.sum(weight * (k * abs(aniso - mu)**2
                                + (1 - k) * abs(aniso)**2))
    return work, heat


kinetic_error = 0.0
for x in (0.1, 1.0, 10.0):
    for k in (0.0, 0.5, 1.0):
        target = float(longitudinal_factor(x, k))
        for value in kinetic_longitudinal(x, k):
            kinetic_error = max(kinetic_error, abs(value / target - 1))
        if k > 0:
            psi = k / (1 + 1j * x * mu)
            heat = 3 * np.sum(weight * (1 - mu**2) / 2 * (
                k * abs(psi - 1)**2 + (1 - k) * abs(psi)**2))
            error = abs(heat / float(transverse_factor(x, k)) - 1)
            kinetic_error = max(kinetic_error, error)
assert kinetic_error < 1e-3

# ---- Test: momentum given to a resting Fermi sea by moving scatterers ----
# Constant mean free path 1, pF = 1, scatterer velocity small but finite.
drift, smear = 1e-3, 0.005
nodes, node_weight = np.polynomial.legendre.leggauss(600)
momentum = 0.75 * (nodes + 1)
momentum_weight = 0.75 * node_weight
P, C = np.meshgrid(momentum, mu, indexing="ij")
energy = (P**2 + 2 * P * C * drift + drift**2) / 2
occupation = 1 / (np.exp((energy - 0.5) / smear) + 1)
drag = -np.sum(momentum_weight[:, None] * (2 * weight)[None, :]
               * 2 * np.pi * P**2 * (P * C) * P * occupation)
drag_ratio = drag / (4 * np.pi / 3 * drift)
assert abs(drag_ratio - 1) < 2e-3         # thermal smearing gives ~3e-4

# ---- Test: the longitudinal channel is ordered around the clean limit ----
grid = np.logspace(-2, 3, 300)
clean_factor = np.pi * grid / 6
assert np.all(longitudinal_factor(grid, 1) < clean_factor)
assert np.all(longitudinal_factor(grid, 0) > clean_factor)


# ---- Test: quantum matrix elements in diagonalized random potentials ----
def quantum_friction(path, samples=4, cutoff=6, center=268, half_window=20):
    """Mean squared matrix elements of the displacement perturbation.

    Box momentum unit 2*pi/L = 1, so q = 1 and x = path.
    """
    rng = np.random.default_rng(7)
    axis = np.arange(-cutoff, cutoff + 1)
    cube = np.array(np.meshgrid(axis, axis, axis)).reshape(3, -1).T
    modes = cube[np.sum(cube**2, axis=1) <= cutoff**2]
    difference = modes[:, None, :] - modes[None, :, :]
    period = 4 * cutoff + 3
    variance = 1 / (8 * np.pi**2 * path)
    fermi_squared = (3 * center / (4 * np.pi))**(2 / 3)
    sums = {"L0": 0., "L0.5": 0., "L1": 0., "T0.5": 0., "T1": 0.}

    def potential():
        noise = rng.standard_normal((period,) * 3)
        field = np.fft.fftn(noise) * np.sqrt(variance / 2 / period**3)
        field[0, 0, 0] = 0
        return field

    def elements(field, m):
        i = m % period
        return field[i[..., 0], i[..., 1], i[..., 2]]

    for _ in range(samples):
        moving_half, other_half = potential(), potential()
        total = moving_half + other_half
        twist = rng.uniform(-0.5, 0.5, 3)
        hamiltonian = elements(total, difference)
        hamiltonian = hamiltonian + np.diag(
            0.5 * np.sum((modes + twist)**2, axis=1))
        _, states = eigh(hamiltonian, subset_by_index=[
            center - half_window, center + half_window - 1])
        off = ~np.eye(states.shape[1], dtype=bool)

        def strength(op):
            return np.mean(abs(op[off])**2)

        for direction in range(3):
            m = difference - np.eye(3, dtype=int)[direction]
            wave = np.all(m == 0, axis=2).astype(float)
            screened = 1j * fermi_squared / 3 * (
                states.conj().T @ (wave @ states))
            sums["L0"] += strength(screened)
            for label, field in (("0.5", moving_half), ("1", total)):
                values = elements(field, m)
                for component in range(3):
                    gradient = 1j * m[..., component] * values
                    op = -states.conj().T @ (gradient @ states)
                    if component == direction:
                        sums["L" + label] += strength(op + screened)
                    else:
                        sums["T" + label] += strength(op) / 2
    return sums


box_path = 2.0
box = quantum_friction(box_path)
quantum_pairs = [
    ("longitudinal k=1 / k=0", box["L1"] / box["L0"],
     float(longitudinal_factor(box_path, 1) / longitudinal_factor(box_path, 0))),
    ("longitudinal k=0.5 / k=0", box["L0.5"] / box["L0"],
     float(longitudinal_factor(box_path, .5) / longitudinal_factor(box_path, 0))),
    ("transverse k=1 / k=0.5", box["T1"] / box["T0.5"],
     float(transverse_factor(box_path, 1) / transverse_factor(box_path, .5)))]
for name, measured, predicted in quantum_pairs:
    print(f"Quantum box, {name}: {measured:.3f}, kinetic {predicted:.3f}")
for name, measured, predicted in quantum_pairs:
    # Small box and pF*l near 8: corrections of order 1/(pF*l) and noise.
    assert abs(measured / predicted - 1) < 0.35, name

# ---- Electron relaxation rates from the phonon damping ----
pF = vF = 1.0
density = pF**3 / (3 * np.pi**2)
dos = pF / np.pi**2
ion_mass = 2e5
rho = density * ion_mass
uL, uT = 0.002, 0.001
z_nodes, z_weight = np.polynomial.legendre.leggauss(300)
z = 25 * (z_nodes + 1)
z_weight = 25 * z_weight


def rate_L(T, path, k):
    damping = density * vF / (rho * path) * longitudinal_factor(
        z * T / uL * path, k)
    return (T / uL)**2 / (np.pi**2 * dos * uL) * np.sum(
        z_weight * z * damping / np.sinh(z))


def rate_T(T, path, k):
    """Both transverse polarizations."""
    damping = density * vF / (rho * path) * transverse_factor(
        z * T / uT * path, k)
    return 2 * (T / uT)**2 / (np.pi**2 * dos * uT) * np.sum(
        z_weight * z * damping / np.sinh(z))


def rate(T, path, k):
    return rate_L(T, path, k) + rate_T(T, path, k)


def comoving_law(T, path):
    return (np.pi**2 * pF**2 * vF * path * T**4 / (120 * rho)
            * (4 / (3 * uL**5) + 2 / uT**5))


def static_law(T, path, k):
    return ((1 - k) * pF**2 * vF * T**2 / (12 * rho * path)
            * (1 / uL**3 + 2 * k / uT**3))


def clean_law(T):
    return 7 * zeta(3) * pF**2 * vF * T**3 / (36 * np.pi * rho * uL**4)


def exponents(T, path, k):
    h = 1e-3
    in_T = np.log(rate(T * np.exp(h), path, k)
                  / rate(T * np.exp(-h), path, k)) / (2 * h)
    in_l = np.log(rate(T, path * np.exp(h), k)
                  / rate(T, path * np.exp(-h), k)) / (2 * h)
    return in_T, in_l


T = 4.0 / HARTREE_K
path = 10.0

# Direct clean golden rule: screened potential pF*vF/3 times the strain,
# energy delta function done in angle, explicit occupations of the levels
# one phonon energy above and below the Fermi level.
q = z * T / uL
bose = 1 / np.expm1(z)
upper = 1 / (np.exp(z) + 1)
lower = 1 / (np.exp(-z) + 1)
upper_empty, lower_empty = lower, upper    # particle-hole symmetry
coupling = (pF * vF / 3)**2 * q**2 / (2 * rho * uL * q)
measure = z_weight * T / uL * q**2 / (2 * np.pi) * coupling / (vF * q)
out_rate = np.sum(measure * ((bose + 1) * lower_empty + bose * upper_empty))
in_rate = np.sum(measure * (bose * lower + (bose + 1) * upper))
# At half filling the collision integral must vanish: out and in balance.
assert abs(out_rate / in_rate - 1) < 1e-9
# df/dt = -f*out + (1-f)*in, so a deviation of f decays at out + in.
direct_clean = out_rate + in_rate
assert abs(direct_clean / clean_law(T) - 1) < 1e-6
assert abs(rate_L(T, 1e7, 0) / direct_clean - 1) < 1e-3

# Asymptotic laws and their exponents deep in the dirty regime.
cold = 1e-4 * uT / path
assert abs(rate(cold, path, 1) / comoving_law(cold, path) - 1) < 1e-4
for k in (0.0, 0.5):
    assert abs(rate(cold, path, k) / static_law(cold, path, k) - 1) < 1e-4
assert np.allclose(exponents(cold, path, 1), (4, 1), atol=1e-3)
assert np.allclose(exponents(cold, path, 0), (2, -1), atol=1e-3)

# ---- Worked example ----
print(f"Largest relative error, kinetic equation: {kinetic_error:.1e}")
print(f"Drag on resting Fermi sea / (n w/tau): {drag_ratio:.5f}")
print(f"Out-scattering share of the clean rate: {out_rate/direct_clean:.4f}")
print(f"pF = {pF:.1f} a.u., vF = {vF:.1f} a.u., l = {path:.1f} bohr")
print(f"Ion mass per electron = {ion_mass:.1e} electron masses")
print(f"Electron density = {density:.5f} bohr^-3")
print(f"Mass density = {rho:.1f} a.u.")
print(f"uL = {uL:.4f} a.u., uT = {uT:.4f} a.u.")
print(f"T = {T*HARTREE_K:.1f} K = {T:.4e} hartree")
print(f"T l/uL = {T*path/uL:.4f}, T l/uT = {T*path/uT:.4f}")
static_damping = density * vF / (rho * path)
print(f"Static-scatterer phonon damping n vF/(rho l) = {static_damping:.3e} a.u.")
print(f"That damping / T = {static_damping/T:.4f}")
screen_wave = np.sqrt(4 * np.pi * dos)
print(f"Thermal qL / screening wave number = {T/uL/screen_wave:.4f}")
magnetic = 4 * np.pi * density * path / vF * uT / (LIGHT**2 * T / uT)
print(f"Transverse screening ratio 4 pi sigma w/(c q)^2 = {magnetic:.2e}")
assert static_damping / T < 0.1 and magnetic < 1e-2
assert T / uL / screen_wave < 0.1
print(f"Clean longitudinal rate = {clean_law(T):.4e} a.u.")
for k in (1.0, 0.5, 0.0):
    law = comoving_law(T, path) if k == 1 else static_law(T, path, k)
    print(f"k={k:.1f}: longitudinal rate = {rate_L(T, path, k):.4e} a.u.")
    print(f"k={k:.1f}: transverse rate (2 modes) = {rate_T(T, path, k):.4e} a.u.")
    print(f"k={k:.1f}: total = {rate(T, path, k):.4e} a.u."
          f" = {rate(T, path, k)/AU_TIME:.3e} s^-1")
    print(f"k={k:.1f}: asymptotic law = {law:.4e} a.u.")
    in_T, in_l = exponents(T, path, k)
    print(f"k={k:.1f}: local exponents: T {in_T:.3f}, l {in_l:.3f}")
for k in (1.0, 0.0):
    print(f"k={k:.1f}: longitudinal rate / clean rate = "
          f"{rate_L(T, path, k)/clean_law(T):.3f}")
print(f"k=1.0: total rate / clean rate = {rate(T, path, 1)/clean_law(T):.3f}")
crossing = brentq(lambda t: rate(t / HARTREE_K, path, 1)
                  / clean_law(t / HARTREE_K) - 1, 0.05, 4.0)
print(f"k=1.0: total falls below clean rate under T = {crossing:.3f} K")
print("verified")
```

It prints:

```
Quantum box, longitudinal k=1 / k=0: 0.454, kinetic 0.395
Quantum box, longitudinal k=0.5 / k=0: 0.701, kinetic 0.698
Quantum box, transverse k=1 / k=0.5: 1.132, kinetic 1.008
Largest relative error, kinetic equation: 8.4e-05
Drag on resting Fermi sea / (n w/tau): 1.00033
Out-scattering share of the clean rate: 0.5000
pF = 1.0 a.u., vF = 1.0 a.u., l = 10.0 bohr
Ion mass per electron = 2.0e+05 electron masses
Electron density = 0.03377 bohr^-3
Mass density = 6754.7 a.u.
uL = 0.0020 a.u., uT = 0.0010 a.u.
T = 4.0 K = 1.2667e-05 hartree
T l/uL = 0.0633, T l/uT = 0.1267
Static-scatterer phonon damping n vF/(rho l) = 5.000e-07 a.u.
That damping / T = 0.0395
Thermal qL / screening wave number = 0.0056
Transverse screening ratio 4 pi sigma w/(c q)^2 = 1.78e-05
Clean longitudinal rate = 1.3992e-09 a.u.
k=1.0: longitudinal rate = 1.2816e-10 a.u.
k=1.0: transverse rate (2 modes) = 5.6188e-09 a.u.
k=1.0: total = 5.7470e-09 a.u. = 2.376e+08 s^-1
k=1.0: asymptotic law = 6.4006e-09 a.u.
k=1.0: local exponents: T 3.819, l 0.819
k=0.5: longitudinal rate = 1.2501e-08 a.u.
k=0.5: transverse rate (2 modes) = 1.0038e-07 a.u.
k=0.5: total = 1.1288e-07 a.u. = 4.667e+09 s^-1
k=0.5: asymptotic law = 1.1135e-07 a.u.
k=0.5: local exponents: T 2.025, l -0.975
k=0.0: longitudinal rate = 2.4873e-08 a.u.
k=0.0: transverse rate (2 modes) = 0.0000e+00 a.u.
k=0.0: total = 2.4873e-08 a.u. = 1.028e+09 s^-1
k=0.0: asymptotic law = 2.4745e-08 a.u.
k=0.0: local exponents: T 2.010, l -0.990
k=1.0: longitudinal rate / clean rate = 0.092
k=0.0: longitudinal rate / clean rate = 17.776
k=1.0: total rate / clean rate = 4.107
k=1.0: total falls below clean rate under T = 0.880 K
verified
```
